\section*{Why hafnium backscatters ions more strongly than silicon}

\section*{Question}

I am studying how Rutherford backscattering is used to measure thin hafnium oxide films grown on silicon by atomic layer deposition. An exercise says: ``Ignoring recoil and screening differences, show that hafnium backscatters ions about 26 times more strongly than silicon.''

I can't find the 26. The force on the ion is proportional to the nuclear charge, and the charges are 72 and 14, which gives a factor of 5.1. The ratio of the atomic masses is 6.4, so that isn't it either. I am also uneasy about ignoring recoil. I thought the method tells hafnium from silicon by the energy the ion loses to the recoiling atom. How can I throw that away and still get a useful number?

\section*{Answer}

Your 5.1 is the ratio of the forces at equal distance. ``How strongly an atom backscatters'' means its differential cross section $\sigma(\theta)$: the target area, per unit solid angle, that sends ions into the direction $\theta$. You need to find how this area depends on the force.

\subsection*{The cross section of a fixed nucleus}

Treat the ion as a bare nucleus of charge $Z_1e$, mass $m$, speed $v$ and energy $E=mv^2/2$. The nucleus, of charge $Z_2e$, is held fixed and has no electrons around it. The repulsive force is $C/r^2$, and I define
\begin{equation}
C=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0},\qquad D=\frac{C}{E}.
\end{equation}
The length $D$ is the closest distance reached in a head-on collision, where all the kinetic energy has become potential energy. The impact parameter $b$ is the distance by which the ion would miss the nucleus if it flew straight on.

Far away, before and after, the ion has the same speed, because energy is conserved. Its momentum has turned through $\theta$, so
\begin{equation}
|\Delta\mathbf p|^2=2(mv)^2(1-\cos\theta)
\quad\Rightarrow\quad |\Delta\mathbf p|=2mv\sin\frac{\theta}{2}.
\end{equation}
The orbit is symmetric about the line from the nucleus to the point of closest approach, and $\Delta\mathbf p$ lies along this line. Measure the polar angle $\varphi$ from it. The incoming and outgoing branches are separated by $\pi-\theta$, so $\varphi$ runs from $-\varphi_0$ to $\varphi_0$ with $\varphi_0=(\pi-\theta)/2$.

Angular momentum is conserved, $mr^2\,d\varphi/dt=mvb$, hence $dt=r^2d\varphi/(vb)$. The impulse along the axis is
\begin{equation}
|\Delta\mathbf p|=\int\frac{C}{r^2}\cos\varphi\,dt
=\frac{C}{vb}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi
=\frac{2C}{vb}\cos\frac{\theta}{2}.
\end{equation}
Equating the two expressions and using $mv^2=2E$ gives
\begin{equation}
b=\frac{C}{mv^2}\cot\frac{\theta}{2}=\frac{D}{2}\cot\frac{\theta}{2}.
\label{eq:b}
\end{equation}

Ions that arrive through the ring of area $2\pi b\,|db|$ leave through the solid angle $2\pi\sin\theta\,|d\theta|$. Since $|db/d\theta|=D/[4\sin^2(\theta/2)]$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$,
\begin{equation}
\sigma(\theta)=\frac{b}{\sin\theta}\left|\frac{db}{d\theta}\right|
=\frac{D}{2}\,\frac{\cos(\theta/2)}{\sin(\theta/2)}\,
\frac{D/[4\sin^2(\theta/2)]}{2\sin(\theta/2)\cos(\theta/2)}
=\frac{D^2}{16\sin^4(\theta/2)}.
\label{eq:ruth}
\end{equation}

\subsection*{Where the square comes from}

For the same ion, energy and angle, only $Z_2$ differs between the two targets, and $D\propto Z_2$. Therefore
\begin{equation}
\frac{\sigma_{\rm Hf}}{\sigma_{\rm Si}}=\left(\frac{72}{14}\right)^2=\frac{1296}{49}\approx 26.4 .
\end{equation}
So your 5.1 was the right start: it is the ratio of the lengths $D$, and a cross section is an area.

You can see this without solving the orbit. Write $\mathbf r=D\boldsymbol\rho$ and $t=(D/v)\tau$. Newton's equation $m\ddot{\mathbf r}=C\hat{\mathbf r}/r^2$ becomes
\begin{equation}
\frac{d^2\boldsymbol\rho}{d\tau^2}=\frac{C}{mv^2D}\,\frac{\hat{\boldsymbol\rho}}{\rho^2}
=\frac{1}{2}\,\frac{\hat{\boldsymbol\rho}}{\rho^2},
\end{equation}
with no $Z_2$ left. The hafnium orbits are the silicon orbits enlarged 5.1 times, and the area that feeds a given angle grows by the square.

Numerical integration of Newton's equations gives a ratio of 26.449 both at 2000 keV and $170^\circ$ and at 1000 keV and $100^\circ$. A quantum partial-wave sum for the Coulomb potential gives the same ratio at 2000 keV and $170^\circ$.

\subsection*{What recoil changes}

Recoil has two effects of very different size. Let the target have mass $M$, initially at rest, and let $x=m/M$. The centre of mass moves at $xv/(1+x)$, and in its frame the ion has speed $v/(1+x)$ before and after the collision. The relative motion has reduced mass $m/(1+x)$ and energy $E/(1+x)$, so $D$ is replaced by $D(1+x)$.

If the ion turns through $\Theta$ in this frame, its laboratory velocity components are $v(x+\cos\Theta)/(1+x)$ and $v\sin\Theta/(1+x)$. The fraction of its energy that it keeps is the sum of their squares over $v^2$:
\begin{equation}
K=\frac{1+x^2+2x\cos\Theta}{(1+x)^2}.
\end{equation}
The ratio of the components is $\tan\theta=\sin\Theta/(x+\cos\Theta)$. Cross-multiplying gives $\sin(\Theta-\theta)=x\sin\theta$, so for $x<1$ we have $\Theta=\theta+\arcsin(x\sin\theta)$.

For the solid angles, put $c=\cos\Theta$ and $S=1+x^2+2xc$. Then $\cos\theta=(x+c)/\sqrt S$, and
\begin{equation}
\frac{d\cos\theta}{dc}=\frac{1}{S^{1/2}}-\frac{x(x+c)}{S^{3/2}}=\frac{1+xc}{S^{3/2}} .
\end{equation}
The laboratory cross section is the centre-of-mass one divided by this derivative. Relative to Eq.~(\ref{eq:ruth}) it is multiplied by
\begin{equation}
R=(1+x)^2\,\frac{\sin^4(\theta/2)}{\sin^4(\Theta/2)}\,\frac{S^{3/2}}{1+xc}.
\end{equation}
At $180^\circ$, $c=-1$ and $S=(1-x)^2$, so
\begin{equation}
R=(1+x)^2\,\frac{(1-x)^3}{1-x}=(1-x^2)^2 .
\end{equation}
The correction to the cross section starts at order $x^2$. The energy fraction at $180^\circ$ is $K=[(1-x)/(1+x)]^2\approx1-4x$, which is first order in $x$. This answers your worry: for a light ion, recoil can separate the elements clearly in energy while hardly changing how many ions come back.

For helium at 2000 keV and $170^\circ$:
\begin{center}
\begin{tabular}{lcccc}
 & $x$ & $R$ & $K$ & $KE$ (keV)\\
Si & 0.1425 & 0.9604 & 0.5658 & 1132\\
Hf & 0.0224 & 0.9990 & 0.9148 & 1830
\end{tabular}
\end{center}
Recoil alone raises the ratio to $26.449\times0.9990/0.9604=27.5$. The light ion is essential. If $x>1$, the forward velocity component $x+\cos\Theta$ is always positive, so an ion heavier than silicon can't be backscattered by a silicon atom at rest in a single elastic collision.

\subsection*{What screening changes}

The atomic electrons attract the ion. Close to the nucleus they lower its potential energy by a nearly constant amount $U$, so it moves there as if its energy were $E+U$. Let $b'$ be the impact parameter of this inner orbit. If $b$ is much smaller than the electron cloud, the ion crosses the cloud almost radially and is hardly deflected by it. Conservation of angular momentum gives $b\sqrt E=b'\sqrt{E+U}$, and Eq.~(\ref{eq:b}) applies to the inner orbit with energy $E+U$:
\begin{equation}
b^2=\frac{E+U}{E}\,b'^2=\frac{E+U}{E}\,\frac{C^2}{4(E+U)^2}\cot^2\frac{\theta}{2}
=\frac{1}{1+U/E}\,\frac{D^2}{4}\cot^2\frac{\theta}{2}.
\end{equation}
Since $\sigma=|d(b^2)/d\theta|/(2\sin\theta)$, the cross section is multiplied by $1/(1+U/E)$. With recoil, $E$ is replaced by $E/(1+x)$.

The Thomas--Fermi model gives an estimate of $U$. In atomic units, let $\phi$ be the electrostatic potential of a neutral atom. The model sets the electron density to $n=(2\phi)^{3/2}/(3\pi^2)$, and Poisson's equation is $\nabla^2\phi=4\pi n$. Writing $\phi=Z_2\chi(q)/r$ with $r=aq$ turns this into
\begin{equation}
\chi''=\frac{\chi^{3/2}}{\sqrt q},\qquad
a=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z_2^{-1/3}.
\end{equation}
With $\chi(0)=1$ and $\chi\to0$ far away, the numerical solution starts as $\chi\approx1-1.588\,q$. The ion's potential energy is then $C\chi/r\approx C/r-1.588\,C/a$, so $U=1.588\,C/a$.

This gives $U=3.29$ keV for silicon and 29.24 keV for hafnium. The screening factors, recoil included, are 0.9981 and
\begin{equation}
\frac{1}{1+29.24\times1.0224/2000}=0.9853 .
\end{equation}
Screening therefore lowers the ratio, to $27.51\times0.9853/0.9981\approx27.2$. Two-particle trajectories with recoil and an exponentially screened force, matched to the same $U$, give 27.15. That is 2.7\% above the ideal ratio.

The value of $U$ is only an estimate. A Hartree--Fock calculation for the silicon atom, which omits electron correlation, gives 2.68 keV, so the Thomas--Fermi value is 23\% higher. I have no such comparison for hafnium; an error of the same relative size there would move the ratio by a few tenths of a percent.

\subsection*{What a detector would count}

Take $10^{16}$ hafnium atoms per cm$^2$. For 2000 keV helium,
\begin{equation}
D_{\rm Hf}=\frac{2\times72\times1439.96\ \text{keV fm}}{2000\ \text{keV}}=103.68\ \text{fm},
\end{equation}
and Eq.~(\ref{eq:ruth}) at $170^\circ$ gives $\sigma_{\rm Hf}=6.82$ barn/sr, where 1 barn is $100$ fm$^2=10^{-24}$ cm$^2$. For silicon it gives 0.258 barn/sr. A charge of 10 $\mu$C brings $6.242\times10^{13}$ singly charged ions. Such an ion still carries one electron, but this electron is typically tens of thousands of fm from the helium nucleus, far more than the collision distance $D$. The full nuclear charge $2e$ therefore acts in the collision, and $Z_1=2$ is the right value in $D$. If a detector of 5 msr registers every ion that reaches it, the ideal hafnium count is
\begin{equation}
(6.242\times10^{13})(6.82\times10^{-24})(5\times10^{-3})(10^{16})\approx 2.13\times10^4 .
\end{equation}
The same number of silicon atoms would give 805 counts. For random, independent counts the relative uncertainty is one over the square root of the count: 0.7\% for hafnium and 3.5\% for silicon.

These inputs are rough typical values for a thin gate-dielectric film. With about $2.8\times10^{22}$ hafnium atoms per cm$^3$, the film is 3.6 nm thick. The real measurement breaks the assumptions of a fixed and unscreened target, which moves the ratio by the 2.7\% found above. The film also slows the ions: with a rough stopping power of 0.5 keV per nm, they lose about 1.8 keV before they reach the silicon. Because $\sigma\propto1/E^2$, this raises the silicon cross section just below the film by about 0.18\%.

The factor of 26 compares equal numbers of atoms. It is not the ratio of the two signals in a measured spectrum, because the wafer contains far more silicon than the film contains hafnium. Here the energies help: in single collisions at this angle, silicon returns ions at no more than about 1174 keV, the value for its heaviest stable isotope (the 1132 keV in the table is for the mean atomic mass). This is well below the hafnium signal near 1830 keV.

\subsection*{When the factor of 26 fails}

At low energy, screening grows. At 200 keV, $U/E$ for hafnium is already about 15\%. At small angles, Eq.~(\ref{eq:b}) makes $b$ large, and the ion no longer passes deep inside the electron cloud.

At high energy, nuclear forces enter. At 2000 keV the head-on distance, with recoil, is 23.0 fm for silicon and 106.0 fm for hafnium, while the nuclear radii add up to roughly 5.6 and 8.7 fm. The Coulomb force is therefore a good description here. As the distance falls like $1/E$, silicon is the first of the two to depart from it, and the ratio then loses its simple form. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Ion energy: 2000 keV
Scattering angle: 170 degrees
Nuclear charges He, Si, Hf: 2, 14, 72
Ion mass: 4.0015 u
e^2/(4 pi eps0): 1439.96 keV fm
Ideal ratio Hf/Si: 26.449
Ratio from trajectories, fixed targets: 26.449
Ratio from quantum partial waves: 26.449
Trajectory ratio at 1000 keV, 100 degrees: 26.449
Si mass: 28.085 u; mass ratio x: 0.1425
Si length D: 20.16 fm
Si ideal cross section: 0.2579 barn/sr
Si recoil factor: 0.9604
Si retained energy fraction K: 0.5658
Si detected energy, surface atom: 1132 keV
Si Thomas-Fermi shift U: 3.29 keV
Si screening factor: 0.9981
Si closest approach, head-on: 23.0 fm
Si sum of nuclear radii (rough): 5.6 fm
Si ideal counts, equal areal density: 805
Si counting uncertainty: 3.5 %
Hf mass: 178.490 u; mass ratio x: 0.0224
Hf length D: 103.68 fm
Hf ideal cross section: 6.8214 barn/sr
Hf recoil factor: 0.9990
Hf retained energy fraction K: 0.9148
Hf detected energy, surface atom: 1830 keV
Hf Thomas-Fermi shift U: 29.24 keV
Hf screening factor: 0.9853
Hf closest approach, head-on: 106.0 fm
Hf sum of nuclear radii (rough): 8.7 fm
Hf ideal counts, equal areal density: 21288
Hf counting uncertainty: 0.7 %
Thomas-Fermi initial slope (magnitude): 1.5881
Si Hartree-Fock shift U: 2.68 keV
Ratio with recoil only: 27.51
Ratio with recoil and screening: 27.15
Change from ideal ratio: 2.7 %
Areal density (rough input): 1.0e+16 atoms/cm2
Beam charge (rough input): 10 uC
Number of singly charged ions: 6.242e+13
Detector solid angle (rough input): 5 msr
Hf density in film (rough input): 2.8e+22 atoms/cm3
Film thickness: 3.6 nm
Stopping power (rough input): 0.5 keV/nm
Energy loss on the way in: 1.8 keV
Rise of Si cross section below film: 0.18 %
Relativistic rise, common to both: 0.054 %
\end{verbatim}
